# Onsager's Low-Field Escape Probability for a Geminate Electron-Ion Pair: verification in Python

```python
"""
Onsager escape of a geminate electron-ion pair in a weak uniform field.

Result under test, for isotropic initial directions and a point sink:
    P_avg(E) / P_avg(0) = 1 + e^3 E / (8 pi eps k^2 T^2) + O(E^2),
    P_avg(0) = exp(-r_c/r),   r_c = e^2 / (4 pi eps k T).

Reduced symbols:
    x = r/r_c            initial separation
    f = e E r_c/(k T)    field strength
    c = cos(theta)       theta: angle between the ion-to-electron vector
                         and the field force on the electron
    A = 1/x,  B = f x (1+c)/2
Exact claim: P = Prob(N_B >= N_A), N_A and N_B independent Poisson
variables of means A and B.
Backward equation: lap P - (dP/dx)/x^2 + f dP/dz = 0.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy import sparse
from scipy.interpolate import CubicSpline
from scipy.sparse.linalg import spsolve
from scipy.special import eval_legendre
from scipy.stats import poisson

COUNTS = np.arange(150)
NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def escape_poisson(x, c, f):
    """Prob(N_B >= N_A) by explicit summation over N_B."""
    mean_a = 1.0 / x
    mean_b = 0.5 * f * x * (1.0 + c)
    return float(np.sum(poisson.pmf(COUNTS, mean_b)
                        * poisson.cdf(COUNTS, mean_a)))


def escape_average(x, f):
    """Average over isotropic initial directions by quadrature."""
    values = [escape_poisson(x, c, f) for c in NODES]
    return 0.5 * float(np.dot(WEIGHTS, values))


def solve_backward(f, sink, outer, modes=24, points=900):
    """Solve for the capture probability W = 1-P, with W=1 on the sink
    and W=0 on the outer sphere: Legendre modes in angle, central
    differences in t = ln x. Returns a spline of all modes of W."""
    t = np.linspace(np.log(sink), np.log(outer), points + 2)
    h = t[1] - t[0]
    x = np.exp(t[1:-1])
    first = sparse.diags([-1.0, 1.0], [-1, 1],
                         shape=(points, points)) / (2 * h)
    second = sparse.diags([1.0, -2.0, 1.0], [-1, 0, 1],
                          shape=(points, points)) / h**2
    ell = np.arange(modes)
    slope_coupling = np.zeros((modes, modes))
    value_coupling = np.zeros((modes, modes))
    for l in range(modes):
        if l > 0:
            slope_coupling[l, l - 1] = l / (2 * l - 1)
            value_coupling[l, l - 1] = -l * (l - 1) / (2 * l - 1)
        if l < modes - 1:
            slope_coupling[l, l + 1] = (l + 1) / (2 * l + 3)
            value_coupling[l, l + 1] = (l + 1) * (l + 2) / (2 * l + 3)
    drift = sparse.diags(f * x)
    radial = second + sparse.diags(1 - 1 / x) @ first
    matrix = (sparse.kron(radial, sparse.identity(modes))
              - sparse.kron(sparse.identity(points),
                            sparse.diags((ell * (ell + 1)).astype(float)))
              + sparse.kron(drift @ first, sparse.csr_matrix(slope_coupling))
              + sparse.kron(drift, sparse.csr_matrix(value_coupling)))
    # Known sink value W=1 enters the equations of the first radial point.
    rhs = np.zeros(points * modes)
    rhs[0] = -(1 / h**2 - (1 - 1 / x[0]) / (2 * h))
    rhs[1] = f * x[0] * slope_coupling[1, 0] / (2 * h)
    solution = spsolve(matrix.tocsc(), rhs, permc_spec="NATURAL")
    return CubicSpline(t[1:-1], solution.reshape(points, modes))


# --- Exact formula against a direct solution of the backward equation ---
f_test = 1.0
capture = solve_backward(f_test, sink=0.08, outer=25.0)
largest_gap = 0.0
for x in (0.5, 1.0, 3.0):
    coefficients = capture(np.log(x))
    for c in (-1.0, -0.4, 0.3, 1.0):
        legendre = eval_legendre(np.arange(len(coefficients)), c)
        direct = 1.0 - float(np.dot(coefficients, legendre))
        largest_gap = max(largest_gap,
                          abs(direct - escape_poisson(x, c, f_test)))
# Second-order differences with step near 0.006 in ln x.
assert largest_gap < 3e-4, largest_gap

# --- Differential equation at high precision ---
mp.mp.dps = 40


def escape_mp(rho, z, f):
    x = mp.sqrt(rho**2 + z**2)
    mean_a, mean_b = 1 / x, f * (x + z) / 2
    term_a, term_b = mp.mpf(1), mp.mpf(1)
    partial, total = mp.mpf(1), mp.mpf(1)
    for n in range(1, 60):
        term_a *= mean_a / n
        term_b *= mean_b / n
        partial += term_a
        total += term_b * partial
    return mp.exp(-mean_a - mean_b) * total


largest_residual = 0.0
for rho, z, f in ((0.7, 0.4, 1.3), (0.5, -0.9, 0.6), (1.5, 1.1, 2.0)):
    rho, z, f = mp.mpf(rho), mp.mpf(z), mp.mpf(f)
    x = mp.sqrt(rho**2 + z**2)
    along_rho = lambda s: escape_mp(s, z, f)
    along_z = lambda s: escape_mp(rho, s, f)
    d_rho, d_z = mp.diff(along_rho, rho), mp.diff(along_z, z)
    residual = (mp.diff(along_rho, rho, 2) + d_rho / rho
                + mp.diff(along_z, z, 2)
                - (rho * d_rho + z * d_z) / x**3 + f * d_z)
    largest_residual = max(largest_residual, float(abs(residual)))
assert largest_residual < 1e-10, largest_residual

# --- Linear law for each direction, and the remainder bound B^2/2 ---
for x in (0.2, 0.6, 2.0):
    for c in (-1.0, 0.0, 0.5, 1.0):
        small = 1e-4
        slope = (escape_poisson(x, c, small) * np.exp(1 / x) - 1) / small
        assert abs(slope - 0.5 * (1 + c)) < 1e-3
        for f in (0.05, 0.5, 3.0):
            b = 0.5 * f * x * (1 + c)
            linear = np.exp(-1 / x) * (1 + b / x)
            gap = abs(escape_poisson(x, c, f) - linear)
            assert gap <= 0.5 * b**2 + 1e-13

# --- Isotropic average: first and second order in the field ---
average_slopes = []
for x in (0.2, 0.6, 2.0):
    step = 1e-2
    one = escape_average(x, step) * np.exp(1 / x) - 1
    two = escape_average(x, 2 * step) * np.exp(1 / x) - 1
    first_order = (4 * one - two) / (2 * step)
    second_order = (two - 2 * one) / (2 * step**2)
    assert abs(first_order - 0.5) < 1e-3
    assert abs(second_order - (1 - 2 * x) / 12) < 1e-2
    average_slopes.append((x, first_order, second_order))

# --- Finite sink radius: relative slope K/2, K = 1/(1-exp(-1/a)) ---
sink_radius, weak_field, x_sink = 0.5, 0.02, 1.0
finite_capture = solve_backward(weak_field, sink_radius, 750.0)
finite_average = 1.0 - float(finite_capture(np.log(x_sink))[0])
sink_factor = 1 / (1 - np.exp(-1 / sink_radius))
finite_zero = sink_factor * (np.exp(-1 / x_sink) - np.exp(-1 / sink_radius))
finite_slope = (finite_average / finite_zero - 1) / weak_field
# The tolerance covers the second-order field term at f = 0.02.
assert abs(finite_slope - sink_factor / 2) < 1e-2, finite_slope

# --- Worked example with round model parameters ---
relative_permittivity, temperature, separation = 3.0, 300.0, 5e-9
e, k = const.e, const.k
eps = relative_permittivity * const.epsilon_0
thermal = k * temperature
r_c = e**2 / (4 * np.pi * eps * thermal)
coefficient = e**3 / (8 * np.pi * eps * thermal**2)
x0 = separation / r_c
zero_field = np.exp(-r_c / separation)
field_unit = const.physical_constants["atomic unit of electric field"][0]


def reduced_field(field):
    return e * field * r_c / thermal


probe = 1e3
numerical_coefficient = (escape_average(x0, reduced_field(probe))
                         / escape_average(x0, 0.0) - 1) / probe
assert abs(numerical_coefficient / coefficient - 1) < 1e-3

print("TESTS (reduced units: length r_c, field kT/(e r_c))")
print(f"field f in direct solution: {f_test:.1f}")
print(f"largest gap, direct vs Poisson P: {largest_gap:.1e}")
print(f"largest residual of equation: {largest_residual:.1e}")
for x, first_order, second_order in average_slopes:
    print(f"x={x:.1f}: average slope {first_order:.5f}, "
          f"second order {second_order:.4f}")
print(f"finite sink: a={sink_radius:.1f}, x={x_sink:.1f}, "
      f"f={weak_field:.2f}")
print(f"finite sink: K = {sink_factor:.4f}")
print(f"finite sink: slope direct {finite_slope:.4f}, "
      f"K/2 = {sink_factor / 2:.4f}")
print("EXAMPLE")
print(f"relative permittivity: {relative_permittivity:.1f}")
print(f"temperature: {temperature:.0f} K")
print(f"initial separation r: {separation * 1e9:.1f} nm")
print(f"thermal energy kT: {thermal / e * 1e3:.3f} meV")
print(f"Onsager radius r_c: {r_c * 1e9:.3f} nm")
print(f"r_c/r: {1 / x0:.4f}")
print(f"r/r_c: {x0:.4f}")
print(f"zero-field escape probability: {zero_field:.5f}")
print(f"linear coefficient: {coefficient:.4e} m/V")
print(f"linear coefficient: {coefficient * field_unit:.4e} atomic units")
print(f"coefficient from P_avg: {numerical_coefficient:.4e} m/V")
print(f"field where linear term is 1: {1 / coefficient:.4e} V/m")
for field in (1e5, 1e6, 1e7):
    f = reduced_field(field)
    exact = escape_average(x0, f)
    linear = zero_field * (1 + coefficient * field)
    print(f"E={field:.0e} V/m: f={f:.5f}, linear term "
          f"{coefficient * field:.5f}")
    print(f"  P_avg={exact:.5f}, linear law {linear:.5f}")
    print(f"  P_avg/P0={exact / zero_field:.5f}")
f = reduced_field(1e6)
for c in (-1.0, 0.0, 1.0):
    exact = escape_poisson(x0, c, f)
    linear = zero_field * (1 + coefficient * 1e6 * (1 + c))
    print(f"E=1e+06 V/m, cos={c:+.0f}: P={exact:.5f}, linear {linear:.5f}")
print("all good")
```

Running it gives:

```
TESTS (reduced units: length r_c, field kT/(e r_c))
field f in direct solution: 1.0
largest gap, direct vs Poisson P: 6.9e-06
largest residual of equation: 2.3e-41
x=0.2: average slope 0.50000, second order 0.0500
x=0.6: average slope 0.50000, second order -0.0168
x=2.0: average slope 0.49998, second order -0.2473
finite sink: a=0.5, x=1.0, f=0.02
finite sink: K = 1.1565
finite sink: slope direct 0.5767, K/2 = 0.5783
EXAMPLE
relative permittivity: 3.0
temperature: 300 K
initial separation r: 5.0 nm
thermal energy kT: 25.852 meV
Onsager radius r_c: 18.567 nm
r_c/r: 3.7134
r/r_c: 0.2693
zero-field escape probability: 0.02440
linear coefficient: 3.5910e-07 m/V
linear coefficient: 1.8466e+05 atomic units
coefficient from P_avg: 3.5912e-07 m/V
field where linear term is 1: 2.7848e+06 V/m
E=1e+05 V/m: f=0.07182, linear term 0.03591
  P_avg=0.02528, linear law 0.02527
  P_avg/P0=1.03611
E=1e+06 V/m: f=0.71819, linear term 0.35910
  P_avg=0.03363, linear law 0.03316
  P_avg/P0=1.37846
E=1e+07 V/m: f=7.18195, linear term 3.59097
  P_avg=0.14817, linear law 0.11200
  P_avg/P0=6.07348
E=1e+06 V/m, cos=-1: P=0.02440, linear 0.02440
E=1e+06 V/m, cos=+0: P=0.03351, linear 0.03316
E=1e+06 V/m, cos=+1: P=0.04332, linear 0.04192
all good
```
